**Density-fitting errors in Coulomb, exchange and MP2 energies**

Fitting in the Coulomb metric changes the Coulomb energy by $-\tfrac12(\delta_\rho|\delta_\rho)$ and the exchange energy by $+\sum_{ij}(\delta_{ij}|\delta_{ij})$, where $\delta_\rho$ and $\delta_{ij}$ are the fitting residuals of the total density and of the product of occupied orbitals $i$ and $j$. The program compares both expressions, computed from explicitly solved fitting coefficients, with the errors of PySCF's own density-fitting code, and its MP2 energy with PySCF's conventional MP2. It asserts the signs of the Coulomb, exchange and opposite-spin MP2 errors for three published auxiliary sets applied to water in def2-TZVP. It also asserts that the density alone, used as the auxiliary space, gives the Coulomb energy but not exchange, and that the occupied–occupied products give both but not opposite-spin MP2. For neon in cc-pVDZ it asserts that the Coulomb energy needs auxiliary functions with $l=0$, exchange $l\le2$ and opposite-spin MP2 $l\le3$. With the Coulomb-fitting set, the output for water shows errors of −0.157 millihartree in the Coulomb energy, 0.956 in exchange and 3.451 in opposite-spin MP2. Enriching that set within its existing angular momenta reduces the exchange error to 0.003 millihartree, while adding the next higher angular momentum alone leaves 0.815.

## Check in Python

```python
"""Does an auxiliary basis made for Coulomb fitting also serve exchange and MP2?

Result under test: fitting in the Coulomb metric changes
    E_J by -1/2 (d_rho|d_rho), where d_rho is the residual of the total density,
    E_K by +sum_ij (d_ij|d_ij), where d_ij is the residual of the product ij,
and makes the opposite-spin MP2 energy less negative. Coulomb accuracy tests
one function only; exchange needs all products ij and MP2 all products ia.
i, j: occupied orbitals; a, b: virtual orbitals; (f|g): Coulomb repulsion.
Energies are in hartree, errors (fitted minus unfitted) in millihartree.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, mp, df, ao2mo

EIGENVALUE_CUTOFF = 1e-10   # for the metric scaled to unit diagonal
FROZEN = 1                  # the 1s core is not correlated in MP2
LETTERS = "spdfghi"


class Reference:
    """Unfitted RHF orbitals and the unfitted energy components."""

    def __init__(self, atoms, basis):
        self.mol = gto.M(atom=atoms, basis=basis, verbose=0)
        self.mf = scf.RHF(self.mol)
        self.mf.conv_tol = 1e-12
        self.mf.kernel()
        assert self.mf.converged
        nocc = self.mol.nelectron // 2
        coeff, eps = self.mf.mo_coeff, self.mf.mo_energy
        self.occ, self.vir = coeff[:, :nocc], coeff[:, nocc:]
        self.act = coeff[:, FROZEN:nocc]
        eo, ev = eps[FROZEN:nocc], eps[nocc:]
        self.gap = (ev[None, :, None, None] + ev[None, None, None, :]
                    - eo[:, None, None, None] - eo[None, None, :, None])
        self.dm = self.mf.make_rdm1()
        vj, vk = self.mf.get_jk(self.mol, self.dm)
        ovov = ao2mo.kernel(self.mol, (self.act, self.vir, self.act, self.vir),
                            compact=False)
        self.exact = np.array([0.5 * np.sum(self.dm * vj),
                               -0.25 * np.sum(self.dm * vk),
                               *self.mp2(ovov)])

    def mp2(self, ovov):
        """Opposite-spin and total MP2 energies from integrals (ia|jb)."""
        g = np.asarray(ovov).reshape(self.gap.shape)
        opposite = -np.sum(g * g / self.gap)
        same = -np.sum(g * (g - g.transpose(0, 3, 2, 1)) / self.gap)
        return opposite, opposite + same

    def errors(self, metric, three):
        """Errors of E_J, E_K, opposite-spin MP2, total MP2 (hartree)."""
        nao = self.mol.nao
        scale = 1 / np.sqrt(np.diag(metric))
        w, u = eigh(metric * scale[:, None] * scale)
        keep = w > EIGENVALUE_CUTOFF
        factors = (u[:, keep] / np.sqrt(w[keep])).T @ (scale[:, None] * three)
        factors = factors.reshape(-1, nao, nao)
        oo = self.occ.T @ factors @ self.occ
        ov = (self.act.T @ factors @ self.vir).reshape(len(factors), -1)
        e_j = 2 * np.sum(np.trace(oo, axis1=1, axis2=2) ** 2)
        e_k = -np.sum(oo ** 2)
        return np.array([e_j, e_k, *self.mp2(ov.T @ ov)]) - self.exact

    def auxiliary(self, basis):
        """Auxiliary molecule, its Coulomb metric, and integrals (P|mu nu)."""
        aux = df.addons.make_auxmol(self.mol, basis)
        three = df.incore.aux_e2(self.mol, aux, "int3c2e", aosym="s1")
        three = np.asarray(three).reshape(self.mol.nao ** 2, aux.nao).T
        return aux, aux.intor("int2c2e"), three


def composition(aux, atom):
    counts = {}
    for shell in range(aux.nbas):
        if aux.bas_atom(shell) == atom:
            l = aux.bas_angular(shell)
            counts[l] = counts.get(l, 0) + aux.bas_nctr(shell)
    return "".join(f"{counts[l]}{LETTERS[l]}" for l in sorted(counts))


def row(label, err):
    j, k, o, t = 1000 * np.asarray(err)
    print(f"{label:<25s}{j:12.4f}{k:12.4f}{o:12.4f}{t:12.4f}")


def water(angle_degrees, bond=0.96):
    half = np.radians(angle_degrees) / 2
    x, z = bond * np.sin(half), bond * np.cos(half)
    return [["O", (0, 0, 0)], ["H", (x, 0, z)], ["H", (-x, 0, z)]]


# ---- Neon: which angular momenta does each energy need? ----
neon = Reference("Ne 0 0 0", "cc-pvdz")
exponents = 0.1 * 1.7 ** np.arange(27)
neon_errors = []
for lmax in range(5):
    shells = [[l, [float(e), 1.0]] for l in range(lmax + 1) for e in exponents]
    _, metric, three = neon.auxiliary({"Ne": shells})
    neon_errors.append(neon.errors(metric, three))
neon_errors = np.array(neon_errors)
assert abs(neon_errors[0, 0]) < 2e-5                       # density: s suffices
assert np.ptp(neon_errors[:, 0]) < 1e-8                    # higher l is idle
assert neon_errors[1, 1] > 0.1 and abs(neon_errors[2, 1]) < 2e-5
assert np.ptp(neon_errors[2:, 1]) < 1e-8
assert neon_errors[2, 2] > 1e-4 and abs(neon_errors[3, 2]) < 2e-5
assert np.ptp(neon_errors[3:, 2]) < 1e-8

# ---- Water: published auxiliary sets ----
bent = Reference(water(104.5), "def2-tzvp")
conventional = mp.MP2(bent.mf, frozen=FROZEN).kernel()[0]
assert abs(conventional - bent.exact[3]) < 1e-8
set_names = {"Coulomb (J) set": "weigend",
             "Coulomb-exchange (JK) set": "def2-tzvp-jkfit",
             "MP2 (RI) set": "def2-tzvp-ri"}
loaded = {label: {s: gto.basis.load(name, s) for s in ("O", "H")}
          for label, name in set_names.items()}
set_errors, contents = {}, {}
for label, basis in loaded.items():
    aux, metric, three = bent.auxiliary(basis)
    set_errors[label] = bent.errors(metric, three)
    contents[label] = (composition(aux, 0), composition(aux, 1), aux.nao)
    assert set_errors[label][0] < 1e-8          # Coulomb energy never too high
    assert set_errors[label][1] > -1e-8         # exchange never too negative
    assert set_errors[label][2] > -1e-8         # nor opposite-spin MP2
j_err, jk_err, ri_err = set_errors.values()
assert j_err[1] > 5 * abs(j_err[0])
assert j_err[1] > 3 * jk_err[1]
assert j_err[2] > 3 * ri_err[2]

# Residual self-repulsions from explicit coefficients against PySCF's fitting.
j_basis = loaded["Coulomb (J) set"]
_, metric, three = bent.auxiliary(j_basis)
nocc = bent.occ.shape[1]
rhs = (bent.occ.T @ three.reshape(-1, bent.mol.nao, bent.mol.nao)
       @ bent.occ).reshape(len(metric), -1)
fit = np.linalg.solve(metric, rhs)
oooo = ao2mo.kernel(bent.mol, bent.occ, compact=False).reshape(nocc**2, nocc**2)
residual = oooo - fit.T @ rhs - rhs.T @ fit + fit.T @ metric @ fit
density = 2 * np.eye(nocc).ravel()
residual_j = -0.5 * density @ residual @ density
residual_k = np.trace(residual)
fitted_mf = scf.RHF(bent.mol).density_fit(auxbasis=j_basis)
fitted_mf.conv_tol = 1e-11
vj, vk = fitted_mf.get_jk(bent.mol, bent.dm)
assert abs(0.5 * np.sum(bent.dm * vj) - bent.exact[0] - residual_j) < 1e-6
assert abs(-0.25 * np.sum(bent.dm * vk) - bent.exact[1] - residual_k) < 1e-6
diagonal_only = -2 * np.trace(residual[::nocc + 1, ::nocc + 1])
scf_error = fitted_mf.kernel(dm0=bent.dm) - bent.mf.e_tot
assert fitted_mf.converged
assert scf_error < j_err[0] + j_err[1] + 1e-7   # relaxation can only lower it

# ---- Water: spaces spanned by chosen orbital products ----
eri = ao2mo.restore(1, bent.mol.intor("int2e", aosym="s8"), bent.mol.nao)
eri = eri.reshape(bent.mol.nao ** 2, -1)


def products(left, right, pairs):
    cols = []
    for p, q in pairs:
        outer = np.outer(left[:, p], right[:, q])
        cols.append((0.5 * (outer + outer.T)).ravel())
    return np.array(cols).T


spaces = {
    "density only": np.asarray(bent.dm).reshape(-1, 1),
    "all products ij": products(bent.occ, bent.occ,
                                [(i, j) for i in range(nocc)
                                 for j in range(i + 1)]),
    "all active products ia": products(bent.act, bent.vir,
                                       [(i, a) for i in range(nocc - FROZEN)
                                        for a in range(bent.vir.shape[1])])}
ladder = {}
for label, columns in spaces.items():
    images = columns.T @ eri
    ladder[label] = bent.errors(images @ columns, images)
only_rho, all_ij, all_ia = ladder.values()
assert abs(only_rho[0]) < 1e-7 and only_rho[1] > 1
assert np.max(np.abs(all_ij[:2])) < 1e-6 and all_ij[2] > 0.01
assert np.max(np.abs(all_ia[2:])) < 1e-6

# ---- Water: is the J set short of high l, or of radial functions? ----
own_lmax = {s: max(shell[0] for shell in j_basis[s]) for s in ("O", "H")}
radial = {"O": 0.15 * 2.0 ** np.arange(15), "H": 0.15 * 2.0 ** np.arange(8)}


def enriched(choose_l):
    basis = {s: list(j_basis[s]) + [[l, [float(e), 1.0]]
                                    for l in choose_l(s) for e in radial[s]]
             for s in ("O", "H")}
    _, two, three_index = bent.auxiliary(basis)
    return bent.errors(two, three_index)


saturation = [enriched(lambda s, top=top: range(min(top, own_lmax[s]) + 1))
              for top in range(max(own_lmax.values()) + 1)]
higher_only = enriched(lambda s: [own_lmax[s] + 1])
steps = np.array([j_err] + saturation)
assert np.all(np.diff(steps[:, 1]) < 1e-6)      # larger spaces never do worse
assert np.all(np.diff(steps[:, 2]) < 1e-6)
assert saturation[-1][1] < 0.5 * j_err[1]
assert saturation[-1][2] < 0.5 * j_err[2]
assert saturation[-1][1] < higher_only[1]

# ---- Do the errors cancel between bent and linear water? ----
linear = Reference(water(180.0), "def2-tzvp")
changes = {}
for label, basis in loaded.items():
    _, metric, three = linear.auxiliary(basis)
    changes[label] = linear.errors(metric, three) - set_errors[label]

# ---- Output ----
to_kj = constants.physical_constants["Hartree energy"][0] * constants.N_A / 1000
print("Water: O-H 0.96 angstrom, angle 104.5 degrees, def2-TZVP")
print(f"orbital basis functions: {bent.mol.nao}, occupied: {nocc}")
for name, value in zip(("E_J", "E_K", "opposite-spin MP2", "total MP2"),
                       bent.exact):
    print(f"unfitted {name}: {value:.6f} hartree")
for label, (oxygen, hydrogen, size) in contents.items():
    print(f"{label}: O {oxygen}, H {hydrogen}, {size} functions")
print("All table entries: errors in millihartree")
print(f"{'water, auxiliary set':<25s}{'E_J':>12s}{'E_K':>12s}"
      f"{'OS-MP2':>12s}{'MP2':>12s}")
for label, err in set_errors.items():
    row(label, err)
print(f"J set, E_K error: {j_err[1] * to_kj:.3f} kJ/mol")
print(f"J set, total MP2 error: {j_err[3] * to_kj:.3f} kJ/mol")
print(f"J set, ratio |E_K error / E_J error|: {abs(j_err[1] / j_err[0]):.1f}")
print(f"J set, E_J error without cross terms: {1000*diagonal_only:.4f} mhartree")
print(f"J set, self-consistent RHF error: {1000*scf_error:.4f} millihartree")
print("Water, space spanned by orbital products (number of products)")
for label, err in ladder.items():
    row(f"{label} ({spaces[label].shape[1]})", err)
print("Water, J set enriched within its own angular momenta up to l")
for top, err in enumerate(saturation):
    row(f"added l <= {top}", err)
row("added next higher l only", higher_only)
print(f"highest l in J set: O {own_lmax['O']}, H {own_lmax['H']}")
print("Change of error from bent to linear water")
for label, err in changes.items():
    row(label, err)
print("Neon atom, cc-pVDZ, even-tempered auxiliary set up to lmax")
for lmax, err in enumerate(neon_errors):
    row(f"lmax = {lmax}", err)
print("done: every assertion held")
```

Output:

```
Water: O-H 0.96 angstrom, angle 104.5 degrees, def2-TZVP
orbital basis functions: 43, occupied: 5
unfitted E_J: 46.754509 hartree
unfitted E_K: -8.948345 hartree
unfitted opposite-spin MP2: -0.191922 hartree
unfitted total MP2: -0.254188 hartree
Coulomb (J) set: O 6s4p3d1f1g, H 3s1p1d, 71 functions
Coulomb-exchange (JK) set: O 10s8p4d2f1g, H 2s2p2d, 113 functions
MP2 (RI) set: O 8s6p4d3f1g, H 4s2p1d, 106 functions
All table entries: errors in millihartree
water, auxiliary set              E_J         E_K      OS-MP2         MP2
Coulomb (J) set               -0.1569      0.9561      3.4511      0.8051
Coulomb-exchange (JK) set     -0.0356      0.0411      0.3173      0.0919
MP2 (RI) set                  -0.0755      0.0900      0.0692      0.0444
J set, E_K error: 2.510 kJ/mol
J set, total MP2 error: 2.114 kJ/mol
J set, ratio |E_K error / E_J error|: 6.1
J set, E_J error without cross terms: -0.6960 mhartree
J set, self-consistent RHF error: 0.7970 millihartree
Water, space spanned by orbital products (number of products)
density only (1)               0.0000   3390.3502    174.1899    223.3507
all products ij (15)           0.0000      0.0000     40.6789      0.1218
all active products ia (152) -11449.0112   1214.5460     -0.0000     -0.0000
Water, J set enriched within its own angular momenta up to l
added l <= 0                  -0.1221      0.4898      3.2231      0.6200
added l <= 1                  -0.0182      0.0972      1.9118     -0.3889
added l <= 2                  -0.0044      0.0223      0.7749     -0.6659
added l <= 3                  -0.0026      0.0090      0.1622     -0.1069
added l <= 4                  -0.0006      0.0031      0.0080      0.0008
added next higher l only      -0.0785      0.8153      2.5858      0.7500
highest l in J set: O 4, H 2
Change of error from bent to linear water
Coulomb (J) set                0.1073     -0.1045      0.1420     -0.4147
Coulomb-exchange (JK) set      0.0084     -0.0060     -0.0322     -0.0467
MP2 (RI) set                   0.0099     -0.0017     -0.0033     -0.0021
Neon atom, cc-pVDZ, even-tempered auxiliary set up to lmax
lmax = 0                      -0.0002   2008.0204     59.6312     54.9928
lmax = 1                      -0.0002    516.7563      9.1793    -22.6073
lmax = 2                      -0.0002      0.0001      2.5547    -13.3371
lmax = 3                      -0.0002      0.0001      0.0001      0.0001
lmax = 4                      -0.0002      0.0001      0.0001      0.0001
done: every assertion held
```
